# Gundlach oscillations and the phase between transmission maxima in thin oxides

## Problem

A planar oxide of thickness $d$ separates two equal metals. A bias $V$ tilts the oxide conduction-band edge, and an electron at the cathode Fermi level tunnels into the oxide conduction band before it reaches an abrupt anode interface. Energies are measured from the cathode Fermi level and $e>0$. The band edge is

$$U(x)=\Phi-Fx,\qquad 0<x<d,\qquad F=\frac{eV}{d},\qquad eV>\Phi .$$

Here $F$ is a force. The tunnel exit is $x_t=\Phi/F$. The phase accumulated from there to the anode is

$$\zeta=\int_{x_t}^{d}k(x)\,dx,\qquad k(x)=\frac{\sqrt{2m_{ox}(Fx-\Phi)}}{\hbar}.$$

The bands are parabolic, with masses $m_c$, $m_{ox}$ and $m_a$ in cathode, oxide and anode. At each interface $\psi$ and $\psi'/m$ are continuous.

Take $d=6$ nm, $\Phi=3.5$ eV, $m_{ox}=0.4\,m_0$, metal mass $m_0$ and metal Fermi energy $E_F=7$ eV. These are rough values for MgO between simple metals.

(a) For $V$ between 4.0 and 6.6 V, find the maxima of the transmission relative to its smooth background. By how much does $\zeta$ grow from one to the next?

(b) Does the transmission itself have maxima in this sweep?

(c) The measured quantity is the current. What happens to the spacing when the current is divided by its own smooth background?

## Estimate by scaling

Part of the wave is reflected at the anode, returns to the tunnel exit and is reflected again. The round trip adds a phase $2\zeta$ plus reflection phases. If the latter stay fixed, the same interference recurs when $2\zeta$ grows by $2\pi$, so $\Delta\zeta\approx\pi$.

To turn this into volts, take 5.2 V, near the middle of the range. The electron reaches the anode with kinetic energy $eV-\Phi=1.7$ eV after a distance $L=d(eV-\Phi)/(eV)=1.96$ nm. The natural length in a uniform field is

$$\ell=\left(\frac{\hbar^2}{2m_{ox}F}\right)^{1/3}\approx0.48\ \text{nm}.$$

Since $k^2=(x-x_t)/\ell^3$, integration gives

$$\zeta=\frac23\left(\frac{L}{\ell}\right)^{3/2}\approx5.5 .$$

At fixed $d$, $\zeta\propto(eV-\Phi)^{3/2}/V$, so

$$\frac{d\zeta}{dV}=\zeta\left[\frac{3e}{2(eV-\Phi)}-\frac1V\right]\approx5.5\,(0.88-0.19)\approx3.8\ \text{rad/V}.$$

The maxima should be about $\pi/3.8\approx0.83$ V apart. The estimate does not say where they lie, how strong they are, or whether they survive the steep growth of the tunnelling factor.

## Solution of the model

**Wave in the oxide.** At zero energy the Schrödinger equation is $\psi''=(2m_{ox}F/\hbar^2)(x_t-x)\psi$. With $s=(x_t-x)/\ell$ it becomes $d^2\psi/ds^2=s\psi$, so

$$\psi=a\,\mathrm{Ai}(s)+b\,\mathrm{Bi}(s).$$

At the cathode $s=s_0=x_t/\ell$. At the anode $s=-z$, where $z=(d-x_t)/\ell$ and $\zeta=\frac23z^{3/2}$.

**Anode.** The outgoing wave is $t\,e^{ik_a(x-d)}$, with $k_a=\sqrt{2m_a(E_F+eV)}/\hbar$. Because $d/dx=-\ell^{-1}d/ds$, the two matching conditions are

$$a\mathrm{Ai}+b\mathrm{Bi}=t,\qquad a\mathrm{Ai}'+b\mathrm{Bi}'=-iqt,\qquad q=\ell k_a\frac{m_{ox}}{m_a},$$

with all Airy functions at $-z$. Multiply the second by $\mathrm{Ai}$, the first by $\mathrm{Ai}'$, and subtract. The Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$ gives

$$b=-\pi t\,[\mathrm{Ai}'(-z)+iq\,\mathrm{Ai}(-z)].$$

**Cathode.** For an opaque barrier $\mathrm{Ai}(s_0)$ is exponentially smaller than $\mathrm{Bi}(s_0)$, while $a$ and $b$ are comparable, so only the $b$ term is kept. The cathode wave is $e^{ik_cx}+Re^{-ik_cx}$, with $k_c=\sqrt{2m_cE_F}/\hbar$. With $p=\ell k_cm_{ox}/m_c$, matching gives

$$1+R=b\,\mathrm{Bi}(s_0),\qquad 1-R=\frac{i}{p}\,b\,\mathrm{Bi}'(s_0).$$

Their sum is $2=b[\mathrm{Bi}(s_0)+i\mathrm{Bi}'(s_0)/p]$, hence

$$|b|^2=\frac{4p^2}{p^2\mathrm{Bi}(s_0)^2+\mathrm{Bi}'(s_0)^2}.$$

The transmission is the flux ratio $T=(k_a/m_a)(m_c/k_c)|t|^2=(q/p)|t|^2$. Eliminating $|t|^2$ with the anode result gives a product $T=T_sM$:

$$T_s=\frac4\pi\,\frac{p}{p^2\mathrm{Bi}(s_0)^2+\mathrm{Bi}'(s_0)^2},\qquad
M=\frac{q}{\pi[\mathrm{Ai}'(-z)^2+q^2\mathrm{Ai}(-z)^2]} .$$

$T_s$ contains the barrier and the cathode; $M$ contains the path from exit to anode. A direct solution with the oxide cut into 3000 slices of constant potential differs from this product by at most about $10^{-6}$ of $T$ over the bias range.

**Maxima of $M$.** Let $D=\mathrm{Ai}'(-z)^2+q^2\mathrm{Ai}(-z)^2$ and first hold $q$ fixed. Since $d\,\mathrm{Ai}(-z)/dz=-\mathrm{Ai}'(-z)$ and $d\,\mathrm{Ai}'(-z)/dz=z\,\mathrm{Ai}(-z)$,

$$\frac{dD}{dz}=-2(q^2-z)\,\mathrm{Ai}(-z)\,\mathrm{Ai}'(-z).$$

The wave number at the anode end of the oxide is $k_d=\sqrt z/\ell$. Therefore

$$r\equiv\frac{q}{\sqrt z}=\frac{k_a/m_a}{k_d/m_{ox}}$$

is the ratio of the electron's velocities just after and just before the interface. If $r>1$, $D$ is smallest, and $M$ largest, at the zeros of $\mathrm{Ai}$. If $r<1$, the maxima are at the zeros of $\mathrm{Ai}'$.

In the sweep $q$ changes slowly. Near a zero, $\mathrm{Ai}(-z)\approx-\mathrm{Ai}'\,\delta z$ and $D\approx\mathrm{Ai}'^2$. The condition $d\ln M/dz=0$ becomes $d\ln q/dz-2(q^2-z)\delta z=0$, or

$$\delta z=\frac{1}{2(q^2-z)}\frac{d\ln q}{dz}.$$

In the example this is below $0.001$ in magnitude.

**Why the spacing tends to $\pi$.** Write $\mathrm{Ai}(-z)=A\sin\varphi$, with $A^2\varphi'$ constant. The Airy equation then gives $\varphi'^2=z+A''/A$. To leading order $A\propto z^{-1/4}$, so $A''/A=\frac5{16}z^{-2}$ and $\varphi'\approx\sqrt z+\frac5{32}z^{-5/2}$. Integration, with the standard large-$z$ constant $\pi/4$, yields

$$\varphi\approx\zeta+\frac\pi4-\frac{5}{72\,\zeta}.$$

The zeros of $\mathrm{Ai}$ lie at $\varphi=n\pi$, so for $r>1$

$$\zeta_n\approx\left(n-\tfrac14\right)\pi+\frac{5}{72\,\zeta_n}.$$

The correction falls with $n$, so the spacing moves towards $\pi$ from below while $r$ stays well above 1. Closer to $r=1$ the shift $\delta z$ caused by varying $q$ grows, because it contains $1/(q^2-z)$.

**Strength.** With $\theta=\zeta+\pi/4$, the leading forms are $\mathrm{Ai}(-z)\approx\pi^{-1/2}z^{-1/4}\sin\theta$ and $\mathrm{Ai}'(-z)\approx-\pi^{-1/2}z^{1/4}\cos\theta$. Hence

$$M\approx\frac{r}{\cos^2\theta+r^2\sin^2\theta}.$$

This runs between $r$ and $1/r$. The substitution $\tau=\tan\theta$ turns its average over a period into $\frac1\pi\int_{-\infty}^{\infty}r\,d\tau/(1+r^2\tau^2)=1$, which justifies calling $T_s$ the smooth background.

## Comparison for part (a)

| Maximum | $V$ (V) | Field (MV/cm) | $\zeta$ (rad) | $r$ | $M$ |
|---|---|---|---|---|---|
| 1 | 4.36 | 7.3 | 2.382 | 2.29 | 2.27 |
| 2 | 5.20 | 8.7 | 5.509 | 1.70 | 1.69 |
| 3 | 6.03 | 10.0 | 8.645 | 1.44 | 1.43 |

For the second maximum, $L/\ell=1.958/0.4791=4.087$ and $\zeta=\frac23(4.087)^{3/2}=5.51$. The phase steps are

$$5.5086-2.3824=3.1262=0.995\pi,\qquad 8.6453-5.5086=3.1367=0.998\pi .$$

The shortfalls from $\pi$ are 0.015 and 0.005 rad; the $5/(72\zeta)$ term alone predicts 0.017 and 0.005. The voltage steps are both 0.83 V, as estimated. Scaling thus gets the spacing right, while the matching calculation supplies the positions and strengths.

The rule needs $r$ to stay on one side of 1. Setting $r=1$ gives $(m_{ox}/m_a)(E_F+eV)=eV-\Phi$, so here $V=(3.5+0.4\times7)/0.6=10.5$ V, or 17.5 MV/cm, well above the rough breakdown field of 10 MV/cm, so this crossing is a property of the model. The leading-order reflection vanishes there, and beyond it the maxima move to $\theta=(n+\frac12)\pi$. Across this bias the spacing is not $\pi$. A slow anode shows the second regime: with $m_a=10\,m_0$ and the other parameters unchanged, the two maxima between 4.5 and 6.2 V lie at $\zeta=1.243\pi$ and $2.246\pi$, close to $(n+\frac14)\pi$.

## Part (b): the raw transmission

The background grows while the phase advances. Let $\kappa_0=\sqrt{2m_{ox}\Phi}/\hbar$ and $u=eV/\Phi$. For large $s_0$, $T_s\propto e^{-2\eta}$ with

$$2\eta=\frac{4\kappa_0d}{3u},\qquad \zeta=\frac{2\kappa_0d}{3}\,\frac{(u-1)^{3/2}}{u}.$$

The prefactor depends on $p/\sqrt{s_0}=k_cm_{ox}/(m_c\kappa_0)$, which does not change with bias. Differentiating both expressions with respect to $u$ and dividing,

$$g\equiv\frac{d\ln T_s}{d\zeta}=\frac{4\kappa_0d/(3u^2)}{(2\kappa_0d/3)\sqrt{u-1}\,(u/2+1)/u^2}=\frac{4}{\sqrt{u-1}\,(u+2)} .$$

For slowly varying $r$, a stationary point of $\ln T=\ln T_s+\ln M$ requires

$$g=\frac{(r^2-1)\sin2\theta}{\cos^2\theta+r^2\sin^2\theta}=\frac{2(r^2-1)\tau}{1+r^2\tau^2}.$$

For $r>1$ the right side is largest at $\tau=1/r$, where it equals $r-1/r$. Raw maxima therefore need $g<r-1/r$. At the three normalized maxima $g$ is 2.48, 1.65 and 1.26, while $r-1/r$ is 1.86, 1.11 and 0.74. The condition fails, and the computed $T$ rises throughout the sweep. The oscillations are ripples on a steep curve, and the answer to (b) is no.

When the condition holds, the stationary equation is the quadratic $gr^2\tau^2-2(r^2-1)\tau+g=0$. The slope of $\ln T$ turns from positive to negative at its smaller root, so the maxima are displaced from $\theta=n\pi$ by

$$\arctan\frac{(r^2-1)-\sqrt{(r^2-1)^2-g^2r^2}}{gr^2}.$$

With $m_{ox}=m_0$ and $d=12$ nm, and the other parameters unchanged, raw maxima do appear between 4.8 and 6.0 V. Their displacements are 0.154 to 0.173 rad, against 0.149 to 0.170 from the formula, and their spacing is $1.002\pi$. A nearly constant displacement cancels in the difference.

One can also hold the field fixed and vary the thickness. Then $s_0$, $p$ and $T_s$ are constant, so the raw transmission inherits the maxima of $M$. In the original oxide at 9.0 MV/cm they occur at 5.00, 5.82 and 6.50 nm, with phase steps $0.996\pi$ and $0.999\pi$.

## Part (c): the current

The current sums over total energy $E$ and conserved parallel momentum. With $w=\hbar^2k_\parallel^2/2m_{ox}$, spin factor 2, and the return current neglected,

$$J=\frac{e}{\pi\hbar}\int dE\,f(E)\int\frac{d^2k_\parallel}{(2\pi)^2}\,T=\frac{em_{ox}}{2\pi^2\hbar^3}\int dE\,f(E)\int_0^\infty dw\,T(E,w).$$

At 0 K set $E=-\epsilon$. The barrier becomes $\Phi+y$, with $y=\epsilon+w$. To first order $T_s$ falls as $e^{-y/W}$, where $W=F/(2\kappa_0)$, and the phase falls by $k_dy/F$. The modulation has the Fourier series

$$M=1+2\sum_{j\ge1}\rho^j\cos2j\theta,\qquad\rho=\frac{r-1}{r+1},$$

as summing the geometric series confirms. Averaging the first harmonic over $\epsilon$ and $w$ multiplies $e^{2i\theta}$ by $(1+2ik_dW/F)^{-2}$. Since $2k_dW/F=k_d/\kappa_0$, the maxima of the normalized current are displaced by

$$\delta\theta\approx\arctan\sqrt{\frac{eV-\Phi}{\Phi}},$$

where $\theta$ still refers to the Fermi-level electron. The full integral at 0 K rises steadily between 4.2 and 6.6 V, so the raw current has no maxima there. Divided by its smooth part, it has maxima at 4.47, 5.34 and 6.21 V, displaced by 0.43, 0.57 and 0.67 rad; the leading harmonic gives 0.49, 0.63 and 0.72. This displacement grows with bias, so the phase steps are $1.04\pi$ and $1.03\pi$. At 300 K the maxima are 0.03 to 0.04 V lower and the steps are $1.05\pi$ and $1.04\pi$. For this 6 nm oxide the phase step between maxima of the normalized current thus exceeds $\pi$ by 3 to 5 per cent. At 0 K and to leading order the displacement depends on bias but not on thickness. In a thicker oxide the maxima are closer in bias, so the displacement changes less from one to the next and the 0 K step is nearer $\pi$: about $1.02\pi$ at 12 nm and $1.01\pi$ at 24 nm. At finite temperature this needs $k_BT\ll W$, and at fixed bias $W\propto1/d$. At 300 K the displacement near 5.3 V falls from 0.44 rad at 6 nm to 0.04 rad at 12 nm, where the steps are $1.03\pi$. At 24 nm $W<k_BT$, thermally excited electrons carry the current, and the oscillation is gone. At these biases the 12 nm current is also only about $10^{-20}$ A/cm².

## Beside a real oxide

The model's 300 K current densities at these maxima are about $3\times10^{-9}$, $1\times10^{-6}$ and $1\times10^{-4}$ A/cm², but their absolute scale is uncertain. With a rough MgO gap of 7.8 eV, a nonparabolic band multiplies the decay exponent by 0.85. At the second transmission maximum $2\eta\approx33$, so $T$ would rise by roughly a factor of 100; the phase would rise by 6%. The third maximum lies at a rough breakdown field of 10 MV/cm, so it may be out of reach. An image potential, with rough optical permittivity 3, an assumed 0.1 nm cut-off and only the nearest image in each electrode, moves the transmission maxima down by 0.15 to 0.19 V (0.12 to 0.17 V with the full image series) but leaves the steps at $0.99\pi$ and $1.00\pi$. Cut-offs from 0.05 to 0.2 nm change the steps by about $0.01\pi$. Scattering with a rough mean free path of 2 nm would reduce the coherent round-trip amplitude to 0.55, 0.38 and 0.28 of its value. A thickness step of 0.21 nm at fixed bias shifts the second phase by 0.19 rad. Sharpness matters too: spreading the anode's potential and mass change over an added 1 nm lowers the contrast $(M_{max}-M_{min})/(M_{max}+M_{min})$ above 4.8 V from 0.52 to 0.12 for a $\sin^2$ ramp; the value depends on the profile, being 0.15 for a linear and 0.08 for a quadratic ramp. The result does not carry over directly to a charge-trap stack. There the tunnel oxide meets a thin trapping dielectric instead of a metal, and $V$ is the drop across the tunnel oxide alone. Besides changing $r$, the dielectric can return waves from its far side, which add further interference unless scattering suppresses them. The remaining values are in the numerical output.

## Calculated quantities

```
Inputs: barrier 3.5 eV, Fermi energy 7.0 eV, thickness 6.0 nm
Inputs: oxide mass 0.4 m0, metal mass 1.0 m0
Largest relative slice-Airy difference in T: 1.1e-06
Normalized transmission maxima, bias (V): 4.363, 5.196, 6.029
  field (MV/cm): 7.27, 8.66, 10.05
  exit-to-anode distance (nm): 1.187, 1.958, 2.517
  Airy length (nm): 0.5078, 0.4791, 0.4560
  z at maxima: 2.3374, 4.0872, 5.5197
  minus zeros of Ai: 2.3381, 4.0879, 5.5206
  displacement of z from slow q: -0.00069, -0.00080, -0.00092
  phase zeta (rad): 2.3824, 5.5086, 8.6453
  phase spacing (rad): 3.1262, 3.1367
  phase spacing / pi: 0.9951, 0.9984
  velocity ratio r: 2.295, 1.696, 1.436
  modulation M: 2.271, 1.692, 1.434
  smooth transmission: 2.54e-17, 1.30e-14, 1.18e-12
  full transmission: 5.77e-17, 2.19e-14, 1.70e-12
  background growth g (1/rad): 2.481, 1.649, 1.264
  limit r - 1/r: 1.859, 1.106, 0.739
Raw T maxima in bias sweep: 0
Oxide mass 1 m0, 12 nm: raw maxima (V): 5.001, 5.263, 5.525, 5.789
  raw phase spacing / pi: 1.0023, 1.0020, 1.0018
  displacement, found (rad): 0.154, 0.161, 0.167, 0.173
  displacement, formula (rad): 0.149, 0.157, 0.164, 0.170
Constant field 9.0 MV/cm, raw maxima (nm): 4.995, 5.823, 6.501
  phase spacing / pi: 0.9955, 0.9988
Slow anode (10 m0), maxima phase / pi: 1.2430, 2.2459
Equal-velocity bias: 10.50 V, 17.5 MV/cm
Current maxima / smooth part, 0 K (V): 4.474, 5.341, 6.210
  current density 0 K (A/cm2): 2.84e-09, 1.48e-06, 1.48e-04
  ratio to smooth part: 1.798, 1.387, 1.217
  phase spacing / pi: 1.0439, 1.0339
  displacement, found (rad): 0.427, 0.565, 0.671
  displacement, leading harmonic (rad): 0.485, 0.628, 0.722
Current maxima / smooth part, 300 K (V): 4.438, 5.308, 6.179
  current density 300 K (A/cm2): 2.65e-09, 1.43e-06, 1.48e-04
  ratio to smooth part: 1.677, 1.331, 1.189
  phase spacing / pi: 1.0455, 1.0382
Contrast above 4.8 V: sharp 0.522, graded 1.0 nm 0.120
Image force (permittivity 3.0, cut-off 0.1 nm), maxima (V): 4.169, 5.034, 5.880
  phase spacing / pi with image force: 0.9872, 1.0000
  Schottky lowering at second maximum: 0.64 eV
Rough breakdown field: 10 MV/cm; field / limit: 0.73, 0.87, 1.00
Nonparabolic band, rough gap 7.8 eV: decay exponent x 0.852
  phase at second maximum x 1.063
Rough mean free path 2.0 nm: coherent amplitude x 0.55, 0.38, 0.28
Thickness step 0.21 nm: phase change 0.193 rad
```
